The Most Probable Tilt of a Stiff Upright Adsorbate

Consider a rigid adsorbate that pivots about a fixed anchoring atom on a surface. Its orientation is given by the polar tilt θ between its long axis and the surface normal, the azimuth φ of that axis around the normal, and a twist angle ψ about the axis itself. The tilt energy is

U(θ) = kθ²/2,

with θ in radians and the stiffness k in eV/rad². The energy does not depend on φ or ψ, and it is least at θ = 0, the upright position. The adsorbate is in thermal equilibrium at temperature T, moves classically, and is isolated from its neighbours. The ratio of thermal energy to stiffness,

t = k_BT/k,

is measured in rad². "Stiff" means t ≪ 1.

"The most probable tilt" will mean the value θ* at which P(θ) is largest, where P(θ) dθ is the probability of finding the polar angle between θ and θ + dθ, whatever the azimuth and twist. This choice of variable matters. The claim is that θ* ≈ √t = √(k_BT/k), which is not zero.

The Boltzmann distribution gives equal weight to equal volumes of phase space at equal energy, so the weight of each angle has to be found by integrating over the momenta. Let the adsorbate be a symmetric top, with moment of inertia I for tilting about the pivot and I₃ for twisting about its axis. Its kinetic energy is

K = (I/2)(θ̇² + sin²θ φ̇²) + (I₃/2)(ψ̇ + cosθ φ̇)².

The momenta are the derivatives of K with respect to the angular velocities:

p_θ = Iθ̇,
p_ψ = I₃(ψ̇ + cosθ φ̇),
p_φ = I sin²θ φ̇ + p_ψ cosθ.

Solving for the velocities and inserting them in K gives

K = p_θ²/(2I) + (p_φ − p_ψ cosθ)²/(2I sin²θ) + p_ψ²/(2I₃).

Now integrate exp(−K/k_BT) over the momenta, taking p_φ first. At fixed θ and p_ψ, the term p_ψ cosθ merely shifts the centre of a Gaussian and leaves its integral unchanged. Since ∫exp(−ap²)dp = √(π/a), with a = 1/(2I sin²θ k_BT),

∫ exp[−(p_φ − p_ψ cosθ)²/(2I sin²θ k_BT)] dp_φ = √(2πIk_BT) sinθ.

The remaining integrals over p_θ and p_ψ do not contain θ. The integrals over φ and ψ also give constants. What remains is

P(θ) = C sinθ exp(−θ²/2t),

where C normalizes the distribution and kθ²/(2k_BT) has been written as θ²/(2t).

The factor sinθ has a direct geometrical meaning. The tip of the axis moves on a sphere. On a sphere of unit radius, the tilts between θ and θ + dθ form a belt of circumference 2π sinθ and width dθ, hence of area

dΩ = 2π sinθ dθ.

Dividing P(θ) dθ by this area gives the probability per unit solid angle,

P_Ω(θ) = (C/2π) exp(−θ²/2t),

which is largest at θ = 0. The upright direction is therefore the most probable direction, in the sense that a small patch of given area collects the most probability there. It is not the most probable value of θ, because the belt of directions around θ = 0 shrinks to a point. The energy favours small θ, the number of directions favours large θ, and P(θ) peaks where the two tendencies balance.

To find the peak, take the logarithm, which has its maximum at the same place as P:

ln P = ln C + ln sinθ − θ²/(2t).

Its first derivative is

d ln P/dθ = cotθ − θ/t.

Setting this to zero gives cotθ = θ/t, and multiplication by t tanθ gives

θ* tanθ* = t.

There is one solution between 0 and π. On 0 < θ < π/2, the derivative of θ tanθ is tanθ + θ/cos²θ, which is positive, so θ tanθ rises steadily from zero to infinity and passes the value t once. At θ = π/2 and beyond, cotθ is zero or negative while −θ/t is negative, so the slope of ln P cannot vanish. The second derivative,

d² ln P/dθ² = −1/sin²θ − 1/t,

is negative, so the solution is a maximum. A real surface blocks tilts beyond π/2. Removing them changes the constant C but not the position of the peak, which lies below π/2.

The approximation θ* ≈ √t can now be enclosed between two bounds. For 0 < θ < π/2, the function tanθ − θ starts from zero and has the derivative tan²θ > 0, so tanθ > θ. Hence t = θ* tanθ* > θ*², and

θ* < √t.

For the lower bound, write the stationary condition as θ*² = t(θ*/tanθ*). Because sinθ < θ,

θ/tanθ = (θ/sinθ) cosθ > cosθ.

Also 1 − cosθ = 2 sin²(θ/2) < θ²/2, so cosθ > 1 − θ²/2. Therefore

θ*² > t(1 − θ*²/2) > t(1 − t/2),

where the last step uses θ*² < t. For t < 2 the square root may be taken:

√[t(1 − t/2)] < θ* < √t.

As t becomes small, the ratio of the two bounds tends to one. This proves the result: for a stiff adsorbate, θ* ≈ √(k_BT/k).

The size of the first correction follows from a series. Put u = θ*² and use tanθ = θ + θ³/3 + 2θ⁵/15 + …, so that the stationary condition becomes

u + u²/3 + 2u³/15 + … = t.

Try u = t + at² + bt³ + …. Then u² = t² + 2at³ + … and u³ = t³ + …. The terms in t² require a + 1/3 = 0, so a = −1/3. The terms in t³ require b + 2a/3 + 2/15 = 0, so b = 2/9 − 2/15 = 4/45. Thus

θ*² = t(1 − t/3 + 4t²/45 + …).

With √(1 + s) = 1 + s/2 − s²/8 + …, the coefficient of t² in the root is 2/45 − 1/72 = 11/360, and

θ* = √t (1 − t/6 + 11t²/360 + …).

The simple formula is slightly too large, by a fraction of about t/6.

In the opposite limit, t ≫ 1, the formula fails. Put θ* = π/2 − δ with δ small. Then tanθ* ≈ 1/δ, and the stationary condition gives δ ≈ π/(2t). The peak of the formal distribution approaches π/2, where the belts are longest, instead of growing as √t. A harmonic energy is in any case a poor description of such a loosely held adsorbate.

For small tilts the same physics can be seen on a flat plane. Replace the spherical cap near upright by the coordinates x = θ cosφ and y = θ sinφ. Since θ² = x² + y², the Boltzmann factor splits into two independent Gaussians, each of variance t:

p(x, y) = [1/(2πt)] exp[−(x² + y²)/(2t)].

Each component has its most probable value at zero. The tilt θ is the distance from the origin, and a ring of radius θ has area 2πθ dθ, so

P(θ) ≈ (θ/t) exp(−θ²/2t).

Its derivative is (1/t)(1 − θ²/t) exp(−θ²/2t), which vanishes at θ = √t. The most probable tilt is thus the standard deviation of one Cartesian component.

Other averages follow from the same density. The mean tilt is

⟨θ⟩ = (1/t) ∫₀^∞ θ² exp(−θ²/2t) dθ = √(πt/2).

For the mean square, substitute w = θ²/(2t), so that dw = θ dθ/t:

⟨θ²⟩ = 2t ∫₀^∞ w exp(−w) dw = 2t.

The root-mean-square tilt is therefore √(2t), and the mean tilt energy is k⟨θ²⟩/2 = kt = k_BT, which is k_BT/2 for each of two directions. At the most probable tilt the energy is only kt/2 = k_BT/2. The mode, the mean and the rms tilt are three different angles, and a quoted "thermal tilt" should say which is meant.

The peak is also broad. At θ ≈ √t the second derivative of ln P is about −2/t, which corresponds to a local Gaussian width of √(t/2), comparable with θ* itself. The adsorbate is not held at a preferred inclination; it wanders over a broad range of directions around upright.

A case with fewer directions shows where the shift comes from. Suppose the adsorbate can tilt in one vertical plane only, through a signed angle α with energy kα²/2. The kinetic energy is p_α²/(2I), whose momentum integral does not depend on α, and the density is proportional to exp(−α²/2t). It peaks at α = 0. The most probable tilt is then upright, and so is the most probable magnitude |α|. The nonzero θ* requires a second direction of tilt, which makes the number of orientations grow with θ.

For a numerical example take k = 1.00 eV/rad² and T = 550 K. The thermal energy is k_BT = 0.04740 eV, so

t = 0.04740/1.00 = 0.04740 rad²,
√t = 0.2177 rad = 12.47°.

The numerical maximum of the full density is at 0.2160 rad, or 12.38°. The simple formula is 0.79 % larger than this, in agreement with t/6 = 0.0079. The corrected formula gives 0.2177 × (1 − 0.0079) = 0.2160 rad, and the lower bound is 0.2151 rad. The mean tilt is 15.51° and the rms tilt 17.50°. The energy at the mode is 0.0233 eV, against a mean tilt energy of 0.0466 eV.

The competition between area and energy is visible in belts one degree wide. The belt from 0° to 1° holds 0.326 % of the population, and the belt from 12° to 13° holds 4.898 %, about 15 times as much. The area of a belt is proportional to the difference of the cosines at its edges, which makes the second belt larger by the factor sin 12.5°/sin 0.5° ≈ 24.8. The Boltzmann factor in its middle is about 0.605, and 24.8 × 0.605 ≈ 15.0. Even the belt from 30° to 31°, with 0.956 %, holds more than the upright one.

The density itself was tested without putting in the factor sinθ. Two million directions were drawn isotropically in space and weighted by exp(−θ²/2t) alone, with the t of the example. In eight bins of 0.1 rad, from 0 to 0.8 rad, the weighted fractions agreed with P(θ) within five standard errors. Divided by the solid angle of each bin, they fell steadily from the innermost bin outward, as P_Ω requires.

With k held fixed, θ* grows nearly as √T. The exact mode is 9.17° at 300 K and 13.93° at 700 K, where the simple formula gives 9.21° and 14.07°. Cooling brings the classical peak towards upright, but slowly: halving the tilt requires about a quarter of the absolute temperature.

These parameters are meant to lie in the rough regime of a tert-butylimido group, a nitrogen atom carrying a compact hydrocarbon group, left standing on a metal site during atomic layer deposition. The temperature is a plausible one for such a process. The stiffness is a round model value, not a measurement or a calculation for a particular precursor, and it is the least certain input. Since θ* varies as k^(−1/2), doubling k lowers the tilt by a factor of √2, from about 12° to about 9°. The model also assumes that the metal–nitrogen–carbon unit is straight at its energy minimum and that its axis stands along the surface normal. On a rough or amorphous surface the axis of the site may itself be inclined; θ then has to be measured from that axis, and the tilt from the average surface normal has a different distribution. If the unit is bent at its minimum, the energy kθ²/2 does not apply.

The classical assumption can be checked from the inertia of the group. Let the pivot be at nitrogen, with a nitrogen–carbon length of 0.145 nm and carbon–carbon lengths of 0.153 nm in tetrahedral arrangement. The three methyl carbons then lie 0.196 nm above the pivot and 0.144 nm from the axis. With 12 u for the central carbon and 15 u for each methyl group, treated as a point at its carbon atom,

I = 12(0.145)² + 45(0.196)² + 45(0.144)²/2 ≈ 2.45 u nm².

The last term is halved because, for three equal masses spaced evenly around the axis, the mean square distance from a perpendicular axis in their plane is half the squared radius. The small-tilt frequency ω = √(k/I) gives a quantum ħω = 4.13 meV, so that x = ħω/(k_BT) ≈ 0.087.

In the harmonic limit each tilt component is a quantum oscillator. Its mean total energy is (ħω/2)coth(x/2), half of which is potential energy. Setting kσ²/2 = (ħω/4)coth(x/2) gives the variance

σ² = [ħω/(2k)] coth(x/2) = t(x/2)coth(x/2).

The thermal position density of a harmonic oscillator is a Gaussian with this variance, so the argument on the plane carries over with t replaced by σ², and the mode becomes σ. For small x, (x/2)coth(x/2) ≈ 1 + x²/12, and the mode rises by the fraction x²/24. For the example this is 0.032 %, which is negligible. As T tends to zero, however, coth(x/2) tends to one and the mode tends to √[ħω/(2k)], not to zero. The formula √(k_BT/k) therefore needs ħω ≪ k_BT as well as k_BT ≪ k.

The shape of the potential away from upright also affects the mode. As a comparison, take k(1 − cosθ), which has the same curvature at θ = 0. Its stationary condition is cotθ = sinθ/t, or sin²θ = t cosθ. With u = θ², expansion gives u − u²/3 ≈ t(1 − u/2), hence u ≈ t − t²/6 and θ* ≈ √t(1 − t/12). The numerical mode is 12.42°, against 12.38° for the harmonic energy. This one alternative does not bound every possible anharmonicity.

Unequal stiffness along two surface axes has a similarly small effect if the inequality is moderate. Let the stiffness in the direction φ be k(1 + ε cos2φ), and put z = εθ²/(2t). Averaging the extra factor exp(−z cos2φ) over azimuth gives 1 + z²/4 to second order, because the average of cos2φ is zero and that of cos²2φ is one half. On the plane this adds ε²θ⁴/(16t²) to ln P. With s = θ²/t, the stationary condition, multiplied by θ, becomes

1 − s + ε²s²/4 = 0,

so s ≈ 1 + ε²/4 and the mode rises by the fraction ε²/8. For ε = 0.2 this is 0.5 %, and the numerical maximum indeed moves up by 0.5 %, to 12.44°.

For the spacing and contact diameter of the main example below, crowding at high coverage shifts the mode more than the quantum motion, the changed potential or the unequal stiffness does. Place the groups on a hexagonal lattice of spacing d. Each site occupies an area √3d²/2, so the coverage is 2/(√3d²). Give each group a rough contact diameter of 0.60 nm, which leaves a gap g = d − 0.60 nm between upright neighbours. A tilted group is taken to move sideways by h sinθ, with h = 0.196 nm, the height of the methyl carbons (the uppermost hydrogens lie higher, so h is as rough a choice as the diameter), and orientations that bring two groups into contact are forbidden. Contact is judged from the displacements along the line joining two sites; vertical and transverse displacements are ignored.

In a mean-field estimate, the six neighbours sway independently, each with a Gaussian displacement of standard deviation h√t = 0.196 × 0.2177 ≈ 0.043 nm along that line. If the central group leans towards neighbour j, whose direction is φ_j, the chance of no contact with it is

F_j = Φ{[g − h sinθ cos(φ − φ_j)]/(h√t)},

where Φ is the cumulative normal distribution. The density P(θ) is multiplied by the product of the six F_j, averaged over φ. Larger tilts are more often blocked, so the peak moves towards upright.

At d = 0.70 nm, a coverage of 2.36 per nm², the gap of 0.10 nm is only about 2.3 standard deviations of one neighbour's sway, and the mode falls to 11.19°, which is 9.6 % below the isolated value. At d = 0.90 nm, or 1.43 per nm², the gap is about seven standard deviations and the mode stays at 12.38°. As a test of the closer spacing, 200,000 clusters of a central group and six neighbours were sampled with the same contact rule, but with the neighbours' tilts drawn from P(θ) instead of the Gaussian approximation. In 77.5 % of them the central group touched no neighbour. Its mean tilt in those clusters was 13.66°, against 13.71° from the estimate and 15.51° for an isolated group. Contacts among the neighbours themselves were left out of both calculations, as were attraction and disorder. The result also depends strongly on the rough contact diameter: at the same spacing of 0.70 nm, the mean-field estimate lowers the mode by only about 1 % for a diameter of 0.55 nm (a figure set by the tail of the Gaussian sway, and no larger in order than the effect of unequal stiffness), but by 28 % for 0.65 nm. At the largest diameter the estimate understates the lowering: in a full layer a neighbour cannot lean away to make room, because the groups behind it block it. With the same contact rule enforced between all neighbouring sites of the lattice, the mode falls by about 36 % at 0.65 nm, while at 0.60 nm it falls by about 9 %, close to the estimate. The 9.6 % therefore illustrates the crowding effect for one assumed diameter and is not a prediction for a real layer.

For these parameters, then, √(k_BT/k) gives the most probable tilt of an isolated group to about one per cent within the model, while crowding can matter much more: at a spacing of 0.70 nm, the mean-field estimate lowers it by 1 % to 28 % as the assumed contact diameter goes from 0.55 to 0.65 nm. An uncertain stiffness matters too: doubling k lowers the tilt by about 29 %. The numerical output lists the main values used here.

Computed values

```
tilt stiffness k = 1.00 eV/rad^2
temperature T = 550 K
thermal energy kB T = 0.04740 eV
ratio t = kB T/k = 0.04740 rad^2
simple mode sqrt(t) = 0.2177 rad = 12.47 deg
exact mode = 0.2160 rad = 12.38 deg
mode with t/6 correction = 0.2160 rad
lower bound on mode = 0.2151 rad
simple mode too large by 0.79 %
mean tilt = 15.51 deg
rms tilt = 17.50 deg
energy at the mode = 0.0233 eV
mean tilt energy = 0.0466 eV
Boltzmann factor at the mode = 0.611
population of belt 0-1 deg = 0.326 %
population of belt 12-13 deg = 4.898 %
population of belt 30-31 deg = 0.956 %
T = 300 K: sqrt(t) = 9.21 deg, exact mode = 9.17 deg
T = 700 K: sqrt(t) = 14.07 deg, exact mode = 13.93 deg
N-C and C-C lengths = 0.145, 0.153 nm
masses of C and CH3 = 12, 15 u
height of methyl carbons above pivot = 0.196 nm
distance of methyl carbons from axis = 0.144 nm
moment of inertia = 2.45 u nm^2
tilt quantum = 4.13 meV
tilt quantum / kB T = 0.0872
quantum shift of mode = +0.032 %
mode for k(1-cos theta) = 12.42 deg
stiffness spread along two axes = +/- 20 %
mode with that spread = 12.44 deg (+0.5 %)
contact diameter of group = 0.60 nm
spacing 0.70 nm, coverage 2.36 per nm^2: mode 11.19 deg (-9.6 %)
spacing 0.90 nm, coverage 1.43 per nm^2: mode 12.38 deg (-0.0 %)
crowded mean tilt at 0.70 nm: estimate 13.71 deg, sampled 13.66 deg
contact-free share of sampled clusters = 77.5 %
```
